# Ideal remanence of randomly oriented hafnia grains with six polar directions

A ferroelectric hafnia film between two electrodes is a polycrystal. Each grain carries a spontaneous polarization of magnitude $P_s$, but the polar axis is generally tilted from the film normal, and the electrodes sense the normal component. The remanent polarization $P_r$, left after a strong field has been applied and removed, is therefore smaller than $P_s$. The problem is to find by how much, and which assumptions the answer needs.

The polar phase is orthorhombic, with axes close to the cubic axes of its parent structure. Let $\mathbf a_1,\mathbf a_2,\mathbf a_3$ be orthogonal unit vectors along these axes in one grain. The polarization can point along any of the six directions $\pm\mathbf a_i$. Reversal along one axis is 180° switching. A change from one axis to another is 90° switching, also called ferroelastic because it changes the shape of the grain.

The ideal film has these properties:

- The grains are columns of equal area that span the film, each a single domain, and all are polar.
- Their orientations are uniformly random over all rotations.
- 90° and 180° switching are both free during poling, and the poled state is retained at zero field.
- There is no depolarizing field, whether from charge near the electrodes or from charge on the grain boundaries.

The example is a hafnium-zirconium-oxide memory capacitor with rough typical parameters: $P_s=50$ µC/cm², thickness 10 nm, area 50 nm × 50 nm, grain width 10 nm, poling field 3 MV/cm and temperature 300 K.

## (a) From switching to an average

**Which of the six directions does a strong field select, and what average gives the remanence?**

**Solution.** Let $\mathbf n$ be the unit film normal, with the field $E\mathbf n$, $E>0$. The energy density that depends on the polar direction is

$$u=-E\,\mathbf n\cdot\mathbf P .$$

The linear dielectric energy is taken to be the same for all six states, so it does not affect the choice. Write $n_i=\mathbf n\cdot\mathbf a_i$. For $\mathbf P=\pm P_s\mathbf a_i$ the energy is $u=\mp EP_sn_i$. The lowest of the six values is $-EP_sm$, where

$$m=\max(|n_1|,|n_2|,|n_3|).$$

The grain takes the axis with the largest $|n_i|$, and the sign that makes the normal component positive. Ties occur only on lines of the orientation sphere and have zero weight.

At zero field the six states have equal energy in this model. Nothing drives the grain away from the selected state, and the assumed retention keeps it there. Its normal polarization is $P_sm$.

The numbers $(n_1,n_2,n_3)$ are the components of the fixed film normal seen from the crystal frame. When that frame is rotated uniformly at random, this vector is uniformly distributed over the unit sphere. With equal grain areas and no depolarizing field, the electrode charge per area is the mean normal polarization:

$$\frac{P_r}{P_s}=\langle m\rangle=\frac1{4\pi}\int m\,d\Omega .$$

The transverse components average to zero. The ensemble of grains and the selection rule are both unchanged by a rotation about $\mathbf n$, so the mean polarization vector must be unchanged too, and it lies along $\mathbf n$.

This average is also an upper limit for a random, fully polar film. Each of the six states has a normal component of at most $P_sm$, so a grain split into domains cannot exceed that value either.

## (b) The average over orientations

**Evaluate $\langle m\rangle$ in closed form, and find $P_r$ for the example.**

**Solution.** The sphere divides into six equal faces, one for each polar direction. On the face around $+\mathbf a_3$ we have $|n_1|,|n_2|<n_3$, so $m=n_3$. Hence

$$\langle m\rangle=\frac{6}{4\pi}\,I_1,\qquad I_1=\int_{\rm face}n_3\,d\Omega .$$

The integral can be moved to the boundary of the face. With $n_3=\cos\theta$, the Laplacian on the unit sphere gives

$$\nabla^2n_3=\frac1{\sin\theta}\frac{d}{d\theta}\left(\sin\theta\,\frac{d\cos\theta}{d\theta}\right)=-\frac{1}{\sin\theta}\frac{d\sin^2\theta}{d\theta}=-2n_3 .$$

Let $\boldsymbol\nu$ be the outward unit vector that is tangent to the sphere and perpendicular to the edge. The divergence theorem then gives

$$I_1=-\frac12\int_{\rm face}\nabla^2n_3\,d\Omega=-\frac12\oint\boldsymbol\nu\cdot\nabla n_3\,dl .$$

The surface gradient of $n_3$ is the tangential part of $\mathbf a_3$, namely $\mathbf a_3-n_3\mathbf n$. Since $\boldsymbol\nu\cdot\mathbf n=0$, the integrand is $\boldsymbol\nu\cdot\mathbf a_3=\nu_3$.

Take the edge $n_2=n_3$. Inside the face $n_2<n_3$, so the outward direction is that of increasing $n_2-n_3$:

$$\boldsymbol\nu=\frac{(0,1,-1)}{\sqrt2},\qquad \nu_3=-\frac1{\sqrt2}.$$

By symmetry $\nu_3$ has this value on all four edges.

The edge lies in a plane through the centre of the sphere, so it is a great-circle arc. It joins the cube diagonals $(1,1,1)/\sqrt3$ and $(-1,1,1)/\sqrt3$, whose scalar product is $1/3$. Its length is

$$\alpha=\arccos\frac13=1.2310\ \text{rad}.$$

Four edges give

$$I_1=-\frac12\cdot4\cdot\left(-\frac1{\sqrt2}\right)\alpha=\sqrt2\,\alpha=1.7408\ \text{sr},$$

and therefore

$$\boxed{\frac{P_r}{P_s}=\frac{3\sqrt2}{2\pi}\arccos\frac13=0.831}$$

For the example, $P_r=0.8312\times50=41.56$ µC/cm², or 0.4156 C/m². Reversing the polarization moves a charge $2P_rA$. With $A=(50\times10^{-7}\ \text{cm})^2=2.5\times10^{-11}$ cm², this is 2.08 fC.

## (c) Spread between grains and between small capacitors

**How widely do the grains differ, and how much does $P_r$ vary between capacitors that contain few grains?**

**Solution.** Since $n_1^2+n_2^2+n_3^2=1$, the largest square is at least $1/3$. Thus $m$ lies between $1/\sqrt3$ and 1, and the largest tilt is $\arccos(1/\sqrt3)=54.7°$, reached when a cube diagonal lies along the normal.

Most grains are better aligned than that. The normal lies within 45° of a polar direction if it falls in one of six spherical caps. Neighbouring polar directions are 90° apart, so the caps touch without overlapping. Each has solid angle $2\pi(1-\cos45°)$, and the fraction covered is

$$\frac{6\cdot2\pi(1-1/\sqrt2)}{4\pi}=3\left(1-\frac1{\sqrt2}\right)=0.879 .$$

For the variance we need $\langle m^2\rangle$. The same method works with $f=n_3^2-\tfrac13$, because

$$\nabla^2\cos^2\theta=\frac1{\sin\theta}\frac{d}{d\theta}\left(-2\cos\theta\sin^2\theta\right)=2\sin^2\theta-4\cos^2\theta=-6\left(\cos^2\theta-\tfrac13\right).$$

On an edge, $\boldsymbol\nu\cdot\nabla f=2n_3\nu_3=-\sqrt2\,n_3$. Hence

$$\int_{\rm face}f\,d\Omega=-\frac16\cdot4\cdot(-\sqrt2)\int_{\rm edge}n_3\,dl=\frac{2\sqrt2}{3}\int_{\rm edge}n_3\,dl .$$

Parametrize the edge by arc length $\psi$ from its midpoint: $\mathbf n=(\sin\psi,\ \cos\psi/\sqrt2,\ \cos\psi/\sqrt2)$. It ends at $\sin\psi=\pm1/\sqrt3$, so

$$\int_{\rm edge}n_3\,dl=\frac1{\sqrt2}\cdot\frac2{\sqrt3}=\sqrt{\frac23},\qquad \int_{\rm face}f\,d\Omega=\frac{4}{3\sqrt3}.$$

Multiplying by $6/4\pi$ and restoring the subtracted $1/3$ gives

$$\langle m^2\rangle=\frac13+\frac{2}{\sqrt3\,\pi}=0.7009 .$$

The standard deviation of $m$ is $s=\sqrt{\langle m^2\rangle-\langle m\rangle^2}=0.100$.

A grain 10 nm wide, taken as a circular column, covers $\pi(10)^2/4=78.5$ nm². The capacitor covers 2500 nm² and so holds about 32 grains. If their orientations are independent, the standard deviation of the capacitor's remanence is

$$\frac{P_ss}{\sqrt N}=\frac{50\times0.100}{\sqrt{32}}=0.88\ \text{µC/cm}^2,$$

about 2 percent of the ideal $P_r$. Unequal grain areas and grains cut by the capacitor edge are left out of this estimate.

## (d) Fewer accessible axes

**What replaces the result of (b) if a grain can use one axis, or two?**

**Solution.** Suppose first that 90° switching is blocked. Each grain keeps an initial polar axis, say $\mathbf a_3$, whose direction is random with respect to the normal. The field chooses the sign alone. For a uniform direction, $|n_3|$ is uniformly distributed between 0 and 1, so

$$\frac{P_r}{P_s}=\langle|n_3|\rangle=\int_0^1c\,dc=\frac12 .$$

Now let $\mathbf a_1$ and $\mathbf a_3$ be accessible. Measure the polar angle $\chi$ from the excluded axis $\mathbf a_2$, so that $n_1=\sin\chi\cos\varphi$ and $n_3=\sin\chi\sin\varphi$. The average factorizes:

$$\langle\max(|n_1|,|n_3|)\rangle=\langle\sin\chi\rangle\,\langle\max(|\cos\varphi|,|\sin\varphi|)\rangle .$$

The two factors are

$$\langle\sin\chi\rangle=\frac12\int_0^\pi\sin^2\chi\,d\chi=\frac\pi4,\qquad
\frac{8}{2\pi}\int_0^{\pi/4}\cos\varphi\,d\varphi=\frac{2\sqrt2}{\pi},$$

where the circle has been divided into eight equivalent sectors. Their product is $1/\sqrt2=0.707$.

One, two and three axes thus give 0.500, 0.707 and 0.831, or 25.0, 35.4 and 41.6 µC/cm² in the example at fixed $P_s$. The 83 percent requires all three axes. It also requires retention: if every grain returned to its initial axis at zero field, with its normal component still positive, the remanence would fall to the one-axis value.

## (e) Elastic clamping

**The three lattice lengths are unequal, so 90° switching strains a grain held by its surroundings. Estimate the effect on $P_r$.**

**Solution.** Let the polar axis exchange places with a nonpolar axis whose length differs by a relative amount $\varepsilon$. In the cubic frame the change of shape is the strain $\mathrm{diag}(\varepsilon,-\varepsilon,0)$, up to sign. Suppose that the grain was unstressed before switching and that rigid surroundings then prevent any change of shape. The grain must carry an equal and opposite elastic strain. For an isotropic solid with shear modulus $\mu=Y/[2(1+\nu_P)]$, where $Y$ is Young's modulus and $\nu_P$ Poisson's ratio, the traceless strain gives the energy density

$$w=\mu\left[\varepsilon^2+(-\varepsilon)^2\right]=\frac{Y\varepsilon^2}{1+\nu_P}.$$

Take the rough values $Y=200$ GPa and $\nu_P=0.30$, with $\varepsilon=1$ percent for exchange with the short nonpolar axis and 4 percent for the long one. Then $w=15.4$ and 246 MJ/m³. The field energy scale is

$$EP_s=(3\times10^8\ \text{V/m})(0.5\ \text{C/m}^2)=150\ \text{MJ/m}^3 .$$

The relative costs $k=w/(EP_s)$ are 0.103 and 1.64.

During poling the grain now minimizes $-EP_s|n_i|+w_i$, so it selects the largest value of $|n_i|-k_i$, with $k=0$ for the initial axis. A gain in $|n_i|$ cannot exceed 1, and the long axis is therefore inaccessible. The short axis is chosen when its $|n_i|$ exceeds that of the initial axis by more than 0.103. Averaging the selected $|n_i|$ numerically over a grid of directions gives $P_r/P_s=0.7035$, or 35.2 µC/cm², provided the poled state survives removal of the field.

This is close to the two-axis value 0.7071, for a reason that can be derived. The grains that lose polarization are those with a gain $g$ between 0 and $k$, and each loses $g$. If $p(0)$ is the probability density of $g=|n_1|-|n_3|$ at zero, the loss for small $k$ is

$$\int_0^k g\,p(g)\,dg\simeq\frac{p(0)k^2}{2}.$$

With the angles of part (d), restricted to one quadrant, $g=\sin\chi(\cos\varphi-\sin\varphi)$. It vanishes at $\varphi=\pi/4$ with slope of magnitude $\sqrt2\sin\chi$, while $\varphi$ has density $2/\pi$. Since $\langle1/\sin\chi\rangle=\frac12\int_0^\pi d\chi=\pi/2$,

$$p(0)=\frac2\pi\cdot\frac1{\sqrt2}\cdot\frac\pi2=\frac1{\sqrt2}.$$

The estimated loss is $0.707\times0.103^2/2\simeq0.004$, as found.

Real surroundings yield, which lowers both costs. If the long-axis cost falls below $EP_s$, some grains can reach the third axis. On the other hand, the stored elastic energy favours return to the initial axis at zero field, and this estimate does not determine whether a barrier prevents it.

## (f) The capacitor as a device

**Estimate the effects of an interface layer, incomplete poling, texture, a nonpolar phase, leakage and temperature. What do they imply for a real film?**

**Solution.** *Interface layer.* Put a nonpolar layer of thickness $d=0.5$ nm in series with the film of thickness $t=10$ nm, both with relative permittivity 30, and short the electrodes. Let $Q$ be the electrode charge per area, $E_i$ the field in the layer along the polarization, and $E_d$ the opposing field in the film. Without trapped charge at the interface, continuity of displacement and zero total voltage require

$$Q=\epsilon_0\epsilon_iE_i=P_r-\epsilon_0\epsilon_fE_d,\qquad E_id=E_dt .$$

The first and last relations give $E_d=Qd/(\epsilon_0\epsilon_it)$. Substitution yields

$$Q=\frac{P_r}{1+\epsilon_fd/(\epsilon_it)}=\frac{41.56}{1.05}=39.58\ \text{µC/cm}^2,\qquad E_d=0.745\ \text{MV/cm}.$$

The direct loss of charge is about 5 percent. The field matters more: it is 62 percent of a rough coercive field of 1.2 MV/cm, so grains that switch easily may reverse. The same solution puts $E_i=E_dt/d\simeq15$ MV/cm across the layer, several times the rough breakdown field of 4 MV/cm used below for the film. Charge is then likely to leak through the layer and collect at the interface, which lowers both fields. The value of $E_d$ found here is therefore an upper estimate of the mean field for this layer. Because the layer is much thinner than a grain is wide, the field differs between grains: without leakage, a grain with $m=1$ feels roughly $0.745/0.831\simeq0.9$ MV/cm, if each grain is treated as a separate capacitor.

*Incomplete poling.* Suppose that a grain switches when the field component along its selected axis reaches 1.2 MV/cm. The worst grain has $m=1/\sqrt3$ and needs $\sqrt3\times1.2=2.08$ MV/cm. With three accessible axes, the poling field of 3 MV/cm suffices under this criterion; it is 0.75 of a rough breakdown field of 4 MV/cm. With fewer axes the selected axis can lie almost in the film plane, and grains whose selected component is below $1.2/3=0.4$ do not reverse. For one axis this is 40 percent of the grains, and the reversible part is $P_s\int_{0.4}^1c\,dc=21.0$ µC/cm² instead of 25.0. For the clamped case of (e) a numerical average gives about 11 percent of the grains and 33.7 instead of 35.2 µC/cm². The criterion suits 180° reversal. A 90° step is driven only by the difference between two normal components, which can be small, so some grains may stay in a less aligned state even at this field.

*Texture and phase.* If every grain has a cube diagonal along the normal, a perfect (111) texture, all three axes give $m=1/\sqrt3$ and $P_r=28.9$ µC/cm². If the film is random but 80 percent of its area is polar, the ideal value becomes $0.80\times41.56=33.2$ µC/cm².

*Leakage.* A rough current density of $10^{-4}$ A/cm² during a 100 µs pulse adds 0.01 µC/cm², negligible here.

*Temperature.* A grain has volume $V=78.5\times10=785$ nm³. If it switches as a whole, $x=EP_sV/k_BT=2.8\times10^4$. During poling, a competing state whose normal component is lower by $\Delta P_s$ has probability at most $e^{-x\Delta}$. It reduces the mean $m$ by at most $\Delta e^{-x\Delta}$, which is largest at $\Delta=1/x$, where it equals $1/(ex)$. Five competing states give a loss below $5/(ex)=6.5\times10^{-5}$. This bound concerns equilibrium in the poling field, not the rate of switching or later relaxation.

*The real case.* Measured remanence in hafnium-zirconium-oxide films of about this thickness is roughly 20 µC/cm², well below the ideal 41.6. The chosen $P_s$ is of the size expected for the polar phase, so the gap points to the other assumptions. Combining the clamped value, the polar fraction and the interface factor as independent corrections gives $35.18\times0.80/1.05\simeq27$ µC/cm². This takes the clamped film as fully poled; with the 33.7 µC/cm² that can be reversed at 3 MV/cm the estimate is about 26. Back-switching or an unfavourable texture would lower it further. The estimate also leaves out bound charge on the grain boundaries, where the transverse polarization jumps. Its typical size is $P_t=P_s\sqrt{1-\langle m^2\rangle}=27$ µC/cm². For a long cylindrical grain in surroundings of equal permittivity and zero mean transverse polarization, the lateral field would be $P_t/(2\epsilon_0\epsilon_f)\simeq5$ MV/cm. Here the grain is only as tall as it is wide, and image charges in the metal electrodes reduce the field at its centre to about 2.5 MV/cm, still comparable with the poling field. Unless other charge compensates them, such fields can split grains into domains, and the fields of neighbouring grains can change the selected states. The value of $P_r$ alone does not identify the cause: a random film with 85 percent polar area and three free axes gives $0.85\times41.56=35.3$ µC/cm², and a fully polar random film with two free axes gives almost the same, 35.4 µC/cm². Separating them needs independent measurements of texture and phase content.

Numbers in the example were calculated in double precision.
